**G0W0 on the spin-broken Hubbard dimer, compared with exact diagonalization**

For hopping t and repulsion U > 2t, the program examines one-shot GW built on the spin-broken Hartree-Fock solution, whose gap is U. The G0W0 gap behaves as U − 4t²/U at large U, whereas the exact gap is √(U² + 16t²) − 2t and approaches U − 2t. The program asserts that the closed formulas for the poles and weights agree with an iterated mean field and a numerical RPA. It also asserts that the self-energy, the main pole and the local moment agree with imaginary-frequency quadrature. Exact energies, removal weights and spin expectation values come from diagonalization in the full Fock space. At U = 8t the output gives a gap of 7.61t in G0W0 and 6.94t exactly. The exact removal spectrum is a doublet split by 2t, while G0W0 gives one main peak, a satellite of weight 0.023 near −8.7t, and a false moment of 0.964. The closing table shows the ratio of the gaps falling towards 1 at large U while their difference grows towards 2t.

## Numerical check

```python
"""G0W0 on the spin-broken Hartree-Fock (UHF) state of the Hubbard dimer.

Result under test, for two electrons, hopping t and repulsion U > 2t:
the G0W0 gap is 2*sqrt(y_minus) = U - 4t^2/U + ..., whereas the exact gap is
sqrt(U^2+16t^2) - 2t.  G0W0 puts its satellites near -U and 2U with small
weight, whereas the exact removal spectrum is a doublet split by 2t, and
G0W0 keeps a local spin moment that the exact singlet does not have.
Symbols: m = UHF moment n1up-n2up, Omega = RPA charge mode, g = coupling of
an electron to that mode, c = sqrt(U^2+16t^2).  Energies are in units of t.
"""
import numpy as np
from scipy.optimize import brentq

t = 1.0
SX = np.array([[0.0, 1.0], [1.0, 0.0]])


def closed_form(U):
    """Derived formulas for the G0W0 spectrum and moment."""
    m = np.sqrt(1 - 4 * t**2 / U**2)
    Om = np.sqrt(U**2 + 8 * t**2)
    g2 = 2 * U * t**2 / Om
    kap = 1 + 2 * Om / U
    A = U**2 / 4 + g2
    C = (U / 2 + Om)**2 + g2
    D2 = g2 * ((U + Om)**2 - 4 * kap * t**2)
    root = np.sqrt(((C - A) / 2)**2 + D2)
    ym, yp = (A + C) / 2 - root, (A + C) / 2 + root
    a = 4 * g2 / (kap * U**2)
    N = np.sqrt(t**2 * (1 + a)**2 + (U * m / 2)**2 * (1 - a)**2)
    mgw = U * m / 2 * (1 + kap * U * (1 - a) / (2 * N))
    mgw /= np.sqrt(yp) + np.sqrt(ym)
    return dict(m=m, Om=Om, g2=g2, gap=2 * np.sqrt(ym), xs=np.sqrt(yp),
                zsat=(A - ym) / (yp - ym), mgw=mgw)


def solve_uhf(U):
    """Iterate the mean field from the Neel state; spin 0 = up, 1 = down."""
    n = np.array([[1.0, 0.0], [0.0, 1.0]])
    for _ in range(600):
        hs = [-t * SX + U * np.diag(n[1 - s]) for s in (0, 1)]
        sol = [np.linalg.eigh(h) for h in hs]
        n = np.array([s[1][:, 0]**2 for s in sol])
    return n, hs, [s[0] for s in sol], [s[1] for s in sol]


def upfolded_poles(U):
    """G0W0 poles of the up spin from numerical orbitals and numerical RPA."""
    n, hs, eps, orb = solve_uhf(U)
    rho = np.array([orb[s][:, 0] * orb[s][:, 1] for s in (0, 1)])
    d = np.array([eps[s][1] - eps[s][0] for s in (0, 1)])
    cas = np.diag(d**2) + 2 * np.sqrt(np.outer(d, d)) * U * (rho @ rho.T)
    w2, F = np.linalg.eigh(cas)
    modes = np.sqrt(w2)
    big = np.zeros((6, 6))
    big[:2, :2] = hs[0]
    k = 2
    for b in (0, 1):
        field = U * (np.sqrt(d / modes[b]) * F[:, b]) @ rho
        for orbital, sign in ((0, -1), (1, 1)):
            big[k, k] = eps[0][orbital] + sign * modes[b]
            big[:2, k] = big[k, :2] = field * orb[0][:, orbital]
            k += 1
    e, v = np.linalg.eigh(big)
    wt = v[:2]**2
    keep = wt.sum(axis=0) > 1e-9
    return e[keep], wt[:, keep], modes


class QuadratureGW:
    """Self-energy from its definition, a convolution on the imaginary axis."""

    def __init__(self, U, npts=4000):
        self.U = U
        n, hs, self.eps, self.orb = solve_uhf(U)
        self.h = hs[0] - U / 2 * np.eye(2)
        th = -np.pi + (np.arange(npts) + 0.5) * 2 * np.pi / npts
        self.w = U * np.tan(th / 2)
        self.dw = U / 2 / np.cos(th / 2)**2 * 2 * np.pi / npts
        chi0 = np.zeros((npts, 2, 2))
        for s in (0, 1):
            r = self.orb[s][:, 0] * self.orb[s][:, 1]
            d = self.eps[s][1] - self.eps[s][0]
            chi0 += (-2 * d / (self.w**2 + d**2))[:, None, None] * np.outer(r, r)
        self.Wc = U * np.linalg.inv(np.eye(2) - U * chi0) - U * np.eye(2)

    def sigma(self, x):
        """x is measured from U/2 and has |Re x| < U/2."""
        out = np.zeros((2, 2), complex)
        for k in (0, 1):
            p = self.orb[0][:, k]
            g0 = 1 / (x + 1j * self.w - (self.eps[0][k] - self.U / 2))
            conv = np.einsum('w,wij->ij', g0 * self.dw, self.Wc)
            out -= np.outer(p, p) * conv / (2 * np.pi)
        return out


# Fock space; modes are 1up, 2up, 1down, 2down
ann = np.array([[0.0, 1.0], [0.0, 0.0]])
Z = np.diag([1.0, -1.0])
ops = []
for j in range(4):
    op = np.eye(1)
    for k in range(4):
        op = np.kron(op, Z if k < j else ann if k == j else np.eye(2))
    ops.append(op)
num = [o.T @ o for o in ops]
count = np.rint(np.diag(sum(num))).astype(int)
S_plus = ops[0].T @ ops[2] + ops[1].T @ ops[3]
Sz = (num[0] + num[1] - num[2] - num[3]) / 2
S2 = S_plus.T @ S_plus + Sz @ Sz + Sz


def fock_hamiltonian(U):
    H = U * (num[0] @ num[2] + num[1] @ num[3])
    for i, j in ((0, 1), (2, 3)):
        H = H - t * (ops[i].T @ ops[j] + ops[j].T @ ops[i])
    return H


def sector(H, N):
    idx = np.where(count == N)[0]
    e, v = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros((16, len(idx)))
    full[idx] = v
    return e, full


def exact_gap(U):
    H = fock_hamiltonian(U)
    return sector(H, 1)[0][0] + sector(H, 3)[0][0] - 2 * sector(H, 2)[0][0]


# Mean field, RPA, poles and weights: numerical road against formulas
for U in (3.0, 4.0, 8.0, 20.0):
    f = closed_form(U)
    n, hs, eps, orb = solve_uhf(U)
    assert abs(n[0, 0] - n[0, 1] - f['m']) < 1e-9
    assert np.allclose(eps[0], [0, U], atol=1e-9)
    e, wt, modes = upfolded_poles(U)
    assert np.allclose(modes, [U, f['Om']], atol=1e-8)
    x, q = f['xs'], f['gap'] / 2
    assert np.allclose(e, U / 2 + np.array([-x, -q, q, x]), atol=1e-8)
    z = f['zsat']
    assert np.allclose(wt.sum(axis=0), [z, 1 - z, 1 - z, z], atol=1e-8)
    c = np.sqrt(U**2 + 16 * t**2)
    assert abs(exact_gap(U) - (c - 2 * t)) < 1e-10

# Self-energy and quasiparticle pole from the defining convolution
for U in (4.0, 8.0):
    f = closed_form(U)
    gw = QuadratureGW(U)
    smat = np.diag([-1.0, 1.0])
    for x in (0.0, 0.3 * U, 0.1 * U + 0.7j):
        po, pu = (smat @ gw.orb[0][:, k] for k in (0, 1))
        pole = f['g2'] * (np.outer(po, po) / (x + U / 2 + f['Om'])
                          + np.outer(pu, pu) / (x - U / 2 - f['Om']))
        assert np.allclose(gw.sigma(x), pole, atol=1e-7)

    def qp_equation(x):
        return np.linalg.eigvalsh(gw.h + gw.sigma(x).real)[1] - x

    xq = brentq(qp_equation, 0.0, U / 2 - 0.25 * t**2 / U)
    assert abs(2 * xq - f['gap']) < 1e-6

# Worked example
U = 8.0
f = closed_form(U)
c = np.sqrt(U**2 + 16 * t**2)
gw = QuadratureGW(U, 2000)
nout = 200
th = -np.pi + (np.arange(nout) + 0.5) * 2 * np.pi / nout
moment_quad = 0.0
for a in th:
    w = U * np.tan(a / 2)
    G = np.linalg.inv(1j * w * np.eye(2) - gw.h - gw.sigma(1j * w))
    moment_quad += (G[0, 0] - G[1, 1]).real * U / 2 / np.cos(a / 2)**2 / nout
# tolerance reflects the coarse frequency grid in the far tail
assert abs(moment_quad - f['mgw']) < 1e-4

H = fock_hamiltonian(U)
e1, v1 = sector(H, 1)
e2, v2 = sector(H, 2)
E0, ground = e2[0], v2[:, 0]
weights = np.zeros((4, 2))
for j in range(4):
    amp2 = (v1.T @ ops[j] @ ground)**2
    weights[j] = [amp2[e1 < 0].sum(), amp2[e1 > 0].sum()]
assert np.allclose(e1, [-t, -t, t, t])
assert np.allclose(weights, weights[0])
w_hi, w_lo = weights[0] + weights[1]
assert np.allclose([w_hi, w_lo], [(1 + 4 * t / c) / 2, (1 - 4 * t / c) / 2])
pos_hi, pos_lo = E0 + t, E0 - t
assert abs(E0 - (U - c) / 2) < 1e-10
centroid = w_hi * pos_hi + w_lo * pos_lo
exact_S2 = ground @ S2 @ ground
exact_moment = ground @ (num[0] - num[2]) @ ground
assert abs(exact_S2) < 1e-10 and abs(exact_moment) < 1e-10
kick = (num[0] + num[2] - num[1] - num[3]) @ ground
charge = kick @ H @ kick / (kick @ kick) - E0
assert np.allclose(H @ kick, (charge + E0) * kick, atol=1e-9)
assert abs(charge - (U + c) / 2) < 1e-10

# UHF determinant in Fock space, and the two configurations left by a hole
n, hs, eps, orb = solve_uhf(U)
occ_up = orb[0][0, 0] * ops[0] + orb[0][1, 0] * ops[1]
occ_dn = orb[1][0, 0] * ops[2] + orb[1][1, 0] * ops[3]
vir_dn = orb[1][0, 1] * ops[2] + orb[1][1, 1] * ops[3]
vacuum = np.eye(16)[0]
det = occ_up.T @ occ_dn.T @ vacuum
E_uhf, S2_uhf = det @ H @ det, det @ S2 @ det
E_rhf = -2 * t + U / 2
assert abs(E_uhf + 2 * t**2 / U) < 1e-9
assert abs(E_rhf - E_uhf - (U - 2 * t)**2 / (2 * U)) < 1e-9
assert abs(S2_uhf - f['m']**2) < 1e-9
hole = occ_up @ det
promoted = vir_dn.T @ occ_dn @ hole
pair = np.array([hole, promoted])
h2 = pair @ H @ pair.T
true_cost, coupling = h2[1, 1] - h2[0, 0], abs(h2[0, 1])
assert abs(true_cost - 4 * t**2 / U) < 1e-9
assert abs(coupling - t * f['m']) < 1e-9
assert np.allclose(np.linalg.eigvalsh(h2), [-t, t])


def diagonal_level(w):
    """Occupied level when only the diagonal self-energy element is kept."""
    same = f['m']**2 / (w + f['Om'])
    other = 4 * t**2 / U**2 / (w - U - f['Om'])
    return w - f['g2'] * (same + other)


diag_gap = U - 2 * brentq(diagonal_level, -U / 2, U / 2)

# Large-U laws and the point where the G0W0 gap crosses U
big = 200.0
fb = closed_form(big)
eb, wb, _ = upfolded_poles(big)
assert abs((big - (eb[2] - eb[1])) * big / (4 * t**2) - 1) < 0.01
assert abs(wb[:, 0].sum() * big**2 / (2 * t**2) - 1) < 0.01
assert abs(exact_gap(big) - (big - 2 * t)) < 0.05
cross = brentq(lambda u: closed_form(u)['gap'] - u, 2.01, 4.0)
for u in np.linspace(cross + 0.01, 100, 500):
    assert closed_form(u)['gap'] < u
Uc = 20.0
cc = np.sqrt(Uc**2 + 16 * t**2)
g20 = sector(fock_hamiltonian(Uc), 2)
gs = g20[1][:, 0]
H20 = fock_hamiltonian(Uc)
cen20 = sum((o @ gs) @ (g20[0][0] * (o @ gs) - H20 @ (o @ gs)) for o in ops[:2])
assert abs(cen20 * Uc**3 / (-16 * t**4) - 1) < 0.1

e, wt, modes = upfolded_poles(U)
print(f"Hopping t = {t:.1f}, repulsion U = {U:.1f} (energies in units of t)")
print(f"UHF levels: {abs(eps[0][0]):.4f} and {eps[0][1]:.4f} t")
print(f"UHF moment m = {f['m']:.4f}; UHF <S^2> = {S2_uhf:.4f}")
print(f"Energies: UHF {E_uhf:.4f}, restricted HF {E_rhf:.4f}, exact {E0:.4f} t")
print(f"RPA charge mode Omega = {modes[1]:.4f} t; exact {charge:.4f} t")
print(f"Coupling g^2 = {f['g2']:.4f} t^2; g = {np.sqrt(f['g2']):.4f} t")
print(f"G0W0 poles: {e[0]:.4f}, {e[1]:.4f}, {e[2]:.4f}, {e[3]:.4f} t")
print(f"G0W0 gap, full matrix = {e[2]-e[1]:.4f} t")
print(f"G0W0 gap, diagonal self-energy = {diag_gap:.4f} t")
print(f"Leading law U - 4t^2/U = {U-4*t**2/U:.4f} t")
print(f"Exact gap = {exact_gap(U):.4f} t")
print(f"G0W0 removal weights, both sites: main {wt[:,1].sum():.4f}, "
      f"satellite {wt[:,0].sum():.4f}")
print(f"Exact removal poles: {pos_hi:.4f} and {pos_lo:.4f} t")
print(f"Exact removal weights, both sites: {w_hi:.4f} and {w_lo:.4f}")
print(f"Centroid of exact removal doublet = {centroid:.4f} t")
print(f"G0W0 main removal weight on site 1: up {wt[0,1]:.4f}, "
      f"down {wt[1,1]:.4f}")
print(f"Exact upper removal weight on site 1: up {weights[0,0]:.4f}, "
      f"down {weights[2,0]:.4f}")
print(f"G0W0 moment = {f['mgw']:.4f}; by quadrature {moment_quad:.4f}")
print(f"Exact moment = {abs(exact_moment):.4f}; exact <S^2> = {abs(exact_S2):.4f}")
print(f"True cost of promoting the down electron = {true_cost:.4f} t")
print(f"True coupling of the two configurations = {coupling:.4f} t")
print(f"G0W0 gap equals U at U = {cross:.4f} t")
print("U/t, exact gap/t, G0W0 gap/t, (U-G0W0)/t, (G0W0-exact)/t, G0W0/exact:")
for u in (4.0, 8.0, 16.0, 32.0, 64.0):
    ga, ge = closed_form(u)['gap'], exact_gap(u)
    print(f"{u:5.1f} {ge:9.4f} {ga:9.4f} {u-ga:8.4f} {ga-ge:8.4f} {ga/ge:8.4f}")
print("tests ok")
```

Running it gives:

```
Hopping t = 1.0, repulsion U = 8.0 (energies in units of t)
UHF levels: 0.0000 and 8.0000 t
UHF moment m = 0.9682; UHF <S^2> = 0.9375
Energies: UHF -0.2500, restricted HF 2.0000, exact -0.4721 t
RPA charge mode Omega = 8.4853 t; exact 8.4721 t
Coupling g^2 = 1.8856 t^2; g = 1.3732 t
G0W0 poles: -8.6957, 0.1956, 7.8044, 16.6957 t
G0W0 gap, full matrix = 7.6089 t
G0W0 gap, diagonal self-energy = 7.6072 t
Leading law U - 4t^2/U = 7.5000 t
Exact gap = 6.9443 t
G0W0 removal weights, both sites: main 0.9767, satellite 0.0233
Exact removal poles: 0.5279 and -1.4721 t
Exact removal weights, both sites: 0.7236 and 0.2764
Centroid of exact removal doublet = -0.0249 t
G0W0 main removal weight on site 1: up 0.9586, down 0.0182
Exact upper removal weight on site 1: up 0.3618, down 0.3618
G0W0 moment = 0.9637; by quadrature 0.9637
Exact moment = 0.0000; exact <S^2> = 0.0000
True cost of promoting the down electron = 0.5000 t
True coupling of the two configurations = 0.9682 t
G0W0 gap equals U at U = 2.6327 t
U/t, exact gap/t, G0W0 gap/t, (U-G0W0)/t, (G0W0-exact)/t, G0W0/exact:
  4.0    3.6569    3.6373   0.3627  -0.0195   0.9947
  8.0    6.9443    7.6089   0.3911   0.6646   1.0957
 16.0   14.4924   15.7651   0.2349   1.2726   1.0878
 32.0   30.2490   31.8769   0.1231   1.6279   1.0538
 64.0   62.1249   63.9377   0.0623   1.8129   1.0292
tests ok
```
